# Elastic misfit energy and size-driven segregation at a compliant boundary: verification in Python

```python
"""Elastic driving force for segregation of a misfitting substitutional atom.

Result under test: a sphere (bulk modulus K, site volume V) with volume misfit
dV stores E = M dV^2/(2 V), where M(G) = 4 K G/(3 K + 4 G) in a bulk host of
shear modulus G. On a bonded plane between hosts G1 and G2 the modulus M_b lies
between M(harmonic mean G) and M(arithmetic mean G). With open volume v at the
boundary site, exchange with a host atom removes
    W = (M1 - M_b) dV^2/(2 V) + M_b dV v/V.
At depth d the image energy is
    -chi (1+nu)^2 G1 dV^2/(36 pi (1-nu) d^3),
    chi = (G1-G2)/(G1+(3-4 nu) G2).
Occupancy y of boundary sites: y/(1-y) = x/(1-x) exp(W/kT).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gammaln


def series_modulus(K, G):
    return 4 * K * G / (3 * K + 4 * G)


def poisson(K, G):
    return (3 * K - 2 * G) / (2 * (3 * K + G))


def arithmetic(a, b):
    return (a + b) / 2


def harmonic(a, b):
    return 2 * a * b / (a + b)


def fe_modulus(K1, G1, K2, G2, Ks, Gs):
    """2 E V/dV^2 from axisymmetric finite elements; sphere radius is 1."""
    rad = np.r_[np.linspace(0.02, 1, 13), np.geomspace(1, 30, 49)[1:]]
    ang = np.linspace(0, np.pi, 41)
    nr, nt = len(rad), len(ang)
    i, j = [a.ravel() for a in np.meshgrid(
        np.arange(nr - 1), np.arange(nt - 1), indexing="ij")]
    r_lo, r_hi, t_lo = rad[i], rad[i + 1], ang[j]
    hr, ht = r_hi - r_lo, ang[1] - ang[0]
    inside, first = i < 12, j < (nt - 1) // 2
    K = np.where(inside, Ks, np.where(first, K1, K2))
    G = np.where(inside, Gs, np.where(first, G1, G2))
    ne = len(i)
    D = np.zeros((ne, 4, 4))
    D[:, :3, :3] = (K - 2 * G / 3)[:, None, None]
    for a in range(3):
        D[:, a, a] += 2 * G
    D[:, 3, 3] = G
    free_strain = np.zeros((ne, 4))
    free_strain[inside, :3] = 1 / 3
    nodes = np.stack([i * nt + j, (i + 1) * nt + j,
                      i * nt + j + 1, (i + 1) * nt + j + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(ne, 8)
    stiff, load, e0 = np.zeros((ne, 8, 8)), np.zeros((ne, 8)), 0.0
    pts, wts = np.polynomial.legendre.leggauss(3)
    for p, wp in zip(pts, wts):
        r = r_lo + hr * (1 + p) / 2
        # radial shape functions: linear in r inside, linear in 1/r^2 outside
        dq = r_hi**-2 - r_lo**-2
        N = np.where(inside, (r - r_lo) / hr, (r**-2 - r_lo**-2) / dq)
        dN = np.where(inside, 1 / hr, -2 * r**-3 / dq)
        for s, ws in zip(pts, wts):
            m = (1 + s) / 2
            th = t_lo + ht * m
            B = np.zeros((ne, 4, 8))
            shapes = [((1 - N) * (1 - m), -dN * (1 - m), -(1 - N) / ht),
                      (N * (1 - m), dN * (1 - m), -N / ht),
                      ((1 - N) * m, -dN * m, (1 - N) / ht),
                      (N * m, dN * m, N / ht)]
            for n, (f, fr, ft) in enumerate(shapes):
                B[:, 0, 2 * n] = fr
                B[:, 1, 2 * n] = f / r
                B[:, 1, 2 * n + 1] = ft / r
                B[:, 2, 2 * n] = f / r
                B[:, 2, 2 * n + 1] = f / (r * np.tan(th))
                B[:, 3, 2 * n] = ft / r
                B[:, 3, 2 * n + 1] = fr - f / r
            vol = 2 * np.pi * r**2 * np.sin(th) * hr * ht / 4 * wp * ws
            DB = D @ B
            stress = np.einsum("eab,eb->ea", D, free_strain)
            stiff += vol[:, None, None] * (B.transpose(0, 2, 1) @ DB)
            load += vol[:, None] * np.einsum("eab,ea->eb", B, stress)
            e0 += 0.5 * np.sum(vol * np.sum(stress * free_strain, axis=1))
    size = 2 * nr * nt
    rows, cols = np.repeat(dofs, 8, axis=1), np.tile(dofs, (1, 8))
    A = coo_matrix((stiff.ravel(), (rows.ravel(), cols.ravel())),
                   shape=(size, size)).tocsr()
    F = np.bincount(dofs.ravel(), weights=load.ravel(), minlength=size)
    fixed = np.zeros(size, bool)
    fixed[2 * (nr - 1) * nt:] = True               # clamped far boundary
    fixed[2 * np.arange(nr) * nt + 1] = True       # no sideways motion on axis
    fixed[2 * (np.arange(nr) * nt + nt - 1) + 1] = True
    keep = np.flatnonzero(~fixed)
    u = spsolve(A[keep][:, keep].tocsc(), F[keep])
    return 2 * (e0 - 0.5 * F[keep] @ u) / (4 * np.pi / 3)


def image_energy(K, G1, G2, dV, d):
    nu = poisson(K, G1)
    chi = (G1 - G2) / (G1 + (3 - 4 * nu) * G2)
    return -chi * (1 + nu)**2 * G1 * dV**2 / (36 * np.pi * (1 - nu) * d**3)


def image_energy_modes(G1, nu1, G2, nu2, dV, d):
    """Image energy from continuity of displacement and traction at z = 0."""
    A = (1 + nu1) * dV / (12 * np.pi * (1 - nu1))
    K1 = 2 * G1 * (1 + nu1) / (3 * (1 - 2 * nu1))

    def boundary_values(mode, k, G, nu):
        h = 1e-4 / k
        u, du = mode(0.0), (mode(h) - mode(-h)) / (2 * h)
        lam = 2 * G * nu / (1 - 2 * nu)
        div = 1j * k * u[0] + du[1]
        return np.array([u[0], u[1], G * (du[0] + 1j * k * u[1]),
                         lam * div + 2 * G * du[1]])

    def gradient(q, k):
        return lambda z: np.array([1j * k, q]) * np.exp(q * z)

    def potential(q, k, nu):
        return lambda z: np.array([1j * k * z, q * z - 3 + 4 * nu]) * np.exp(q * z)

    def integrand(k):
        amp = -A * 2 * np.pi / k * np.exp(-k * d)
        source = amp * boundary_values(gradient(k, k), k, G1, nu1)
        cols = [boundary_values(gradient(-k, k), k, G1, nu1),
                boundary_values(potential(-k, k, nu1), k, G1, nu1),
                -boundary_values(gradient(k, k), k, G2, nu2),
                -boundary_values(potential(k, k, nu2), k, G2, nu2)]
        c = np.linalg.solve(np.array(cols).T, -source)
        h = 1e-4 / k
        image = lambda z: (c[0] * gradient(-k, k)(z)
                           + c[1] * potential(-k, k, nu1)(z))
        div = 1j * k * image(d)[0] + (image(d + h)[1] - image(d - h)[1]) / (2 * h)
        return div.real * k / (2 * np.pi)

    dilatation = quad(integrand, 1e-6 / d, 25 / d, epsabs=1e-10, epsrel=1e-7)[0]
    return -0.5 * K1 * dV * dilatation


def exchange_energy(M1, Mb, V, dV, v):
    return (M1 - Mb) * dV**2 / (2 * V) + Mb * dV * v / V


def pressed_energy(ball, hole, K, G):
    """Energy of a ball pressed into a hole, minimised over common radius."""
    def energy(y):
        R = 1 + 1e-3 * y
        squeezed = 0.5 * K * (3 * (R - ball) / ball)**2 * 4 * np.pi / 3 * ball**3
        return 1e6 * (squeezed + 8 * np.pi * G * hole * (R - hole)**2)
    return minimize_scalar(energy, bracket=(-3, 3)).fun / 1e6


def occupancy(x, W, kT):
    odds = x / (1 - x) * np.exp(W / kT)
    return odds / (1 + odds)


# ---- inputs: rough values for Sb in Si at a nickel-silicide-like contact
K_si, G_si = 98.0, 66.0            # GPa
K_sil, G_sil = 160.0, 50.0         # GPa
a_si, r_si, r_sb = 0.543, 0.117, 0.136   # nm
open_fraction, T, conc = 0.10, 723.0, 2e19   # -, K, cm^-3
eV = const.e
GPa_nm3 = 1e9 * 1e-27 / eV         # eV per GPa nm^3
kT = const.k * T / eV

# ---- test: bulk energy and the two bounds against finite elements
M1 = series_modulus(K_si, G_si)
M1_fe = fe_modulus(K_si, G_si, K_si, G_si, K_si, G_si)
assert abs(M1_fe / M1 - 1) < 1e-3
for K2, G2, Gs in [(K_sil, G_sil, G_si), (60., 10., G_si),
                   (200., 10., 5.), (250., 200., G_si)]:
    M_fe = fe_modulus(K_si, G_si, K2, G2, K_si, Gs)
    assert series_modulus(K_si, harmonic(G_si, G2)) < M_fe
    assert M_fe < series_modulus(K_si, arithmetic(G_si, G2))

# ---- test: exchange energy against balls pressed into holes, both signs
V_unit, G_soft = 4 * np.pi / 3, 30.0
for e, w in [(1e-3, 5e-4), (-1e-3, 5e-4), (1e-3, 0.0), (-1e-3, 0.0)]:
    direct = (pressed_energy(1 + e, 1, K_si, G_si)
              + pressed_energy(1, 1 + w, K_si, G_soft)
              - pressed_energy(1, 1, K_si, G_si)
              - pressed_energy(1 + e, 1 + w, K_si, G_soft))
    formula = exchange_energy(M1, series_modulus(K_si, G_soft), V_unit,
                              3 * e * V_unit, 3 * w * V_unit)
    # finite misfit of 0.1 percent leaves corrections of that relative order
    assert abs(direct - formula) < 0.01 * abs(formula)

# ---- test: image law, including independence of the second Poisson ratio
nu_si = poisson(K_si, G_si)
for G2, nu2 in [(0.0, 0.3), (G_sil, 0.1), (G_sil, 0.4), (200.0, 0.25)]:
    direct = image_energy_modes(G_si, nu_si, G2, nu2, 1.0, 1.3)
    assert abs(direct / image_energy(K_si, G_si, G2, 1.0, 1.3) - 1) < 1e-4

# ---- worked example
V = a_si**3 / 8
misfit = r_sb / r_si - 1
dV, v = 3 * misfit * V, open_fraction * V
E_bulk = M1 * dV**2 / (2 * V) * GPa_nm3
Mb = fe_modulus(K_si, G_si, K_sil, G_sil, K_si, G_si)
W_soft = exchange_energy(M1, Mb, V, dV, 0) * GPa_nm3
W_lo = (M1 - series_modulus(K_si, arithmetic(G_si, G_sil))) * dV**2 / (2 * V) * GPa_nm3
W_hi = (M1 - series_modulus(K_si, harmonic(G_si, G_sil))) * dV**2 / (2 * V) * GPa_nm3
W = exchange_energy(M1, Mb, V, dV, v) * GPa_nm3
W_under = exchange_energy(M1, Mb, V, -dV, v) * GPa_nm3
assert W > 0 > W_under
x = conc / (1e21 / V)
y = occupancy(x, W, kT)

# ---- test: isotherm against an explicit canonical sum over arrangements
n_b, n_bulk, n_sol = 200, 200000, 100
m = np.arange(n_sol + 1)
log_choose = lambda n, k: gammaln(n + 1) - gammaln(k + 1) - gammaln(n - k + 1)
log_w = log_choose(n_b, m) + log_choose(n_bulk, n_sol - m) + m * W / kT
weight = np.exp(log_w - log_w.max())
mean_m = np.sum(m * weight) / np.sum(weight)
y_sum = mean_m / n_b
# the finite number of sites leaves fluctuation corrections near one percent
assert abs(y_sum / occupancy((n_sol - mean_m) / n_bulk, W, kT) - 1) < 0.02

print(f"Si bulk, shear modulus: {K_si:.0f}, {G_si:.0f} GPa; Poisson {nu_si:.3f}")
print(f"silicide bulk, shear modulus (rough): {K_sil:.0f}, {G_sil:.0f} GPa")
print(f"tetrahedral radii Si, Sb (rough): {r_si:.3f}, {r_sb:.3f} nm")
print(f"Si lattice parameter: {a_si:.3f} nm")
print(f"linear misfit: {misfit:.4f}")
print(f"site volume V: {V:.5f} nm^3")
print(f"sphere radius of V: {(3 * V / (4 * np.pi))**(1 / 3):.4f} nm")
print(f"misfit volume dV: {dV:.5f} nm^3")
print(f"open volume v (assumed {open_fraction:.2f} V): {v:.5f} nm^3")
print(f"M1 formula, finite elements: {M1:.3f}, {M1_fe:.3f} GPa")
print(f"M_b lower bound: {series_modulus(K_si, harmonic(G_si, G_sil)):.3f} GPa")
print(f"M_b finite elements: {Mb:.3f} GPa")
print(f"M_b upper bound: {series_modulus(K_si, arithmetic(G_si, G_sil)):.3f} GPa")
print(f"bulk misfit energy: {E_bulk:.3f} eV = {E_bulk * eV * const.N_A / 1e3:.1f} kJ/mol")
print(f"removed by compliance, bounds: {W_lo:.4f} to {W_hi:.4f} eV")
print(f"removed by compliance, finite elements: {W_soft:.4f} eV")
print(f"removed through open volume: {W - W_soft:.3f} eV")
print(f"total W, oversized atom: {W:.3f} eV = {W * eV * const.N_A / 1e3:.1f} kJ/mol")
print(f"total W, equally undersized atom: {W_under:.3f} eV")
for G2 in (50.0, 25.0, 5.0):
    part = 1 - fe_modulus(K_si, G_si, K_sil, G2, K_si, G_si) / M1
    low = 1 - series_modulus(K_si, arithmetic(G_si, G2)) / M1
    high = 1 - series_modulus(K_si, harmonic(G_si, G2)) / M1
    print(f"G2 = {G2:.0f} GPa: fraction removed {part:.3f} (bounds {low:.3f}, {high:.3f})")
chi = (G_si - G_sil) / (G_si + (3 - 4 * nu_si) * G_sil)
print(f"image factor chi for the silicide: {chi:.4f}")
for d in (0.5, 1.0):
    e_sil = image_energy(K_si, G_si, G_sil, dV, d) * GPa_nm3 * 1e3
    e_free = image_energy(K_si, G_si, 0.0, dV, d) * GPa_nm3 * 1e3
    print(f"image energy at {d:.1f} nm: silicide {e_sil:.3f}, free surface {e_free:.3f} meV")
print(f"temperature, kT: {T:.0f} K, {kT:.4f} eV")
print(f"Sb concentration, site fraction x: {conc:.1e} cm^-3, {x:.2e}")
print(f"enrichment factor exp(W/kT): {np.exp(W / kT):.0f}")
print(f"same factor from compliance alone: {np.exp(W_soft / kT):.2f}")
print(f"boundary occupancy y: {y:.4f}")
print(f"canonical-sum check, occupancy: {y_sum:.4f}")
sites = 2 / (a_si * 1e-7)**2
print(f"(001) plane sites, segregated Sb: {sites:.2e}, {y * sites:.2e} cm^-2")

# ---- size of neglected effects
dV_full = ((1 + misfit)**3 - 1) * V
W_full = exchange_energy(M1, Mb, V, dV_full, v) * GPa_nm3
print(f"neglected: W with full cubic misfit volume: {W_full:.3f} eV")
C11, C12, C44 = 166.0, 64.0, 80.0
E_aniso = [series_modulus(K_si, g) * dV**2 / (2 * V) * GPa_nm3
           for g in ((C11 - C12) / 2, C44)]
print(f"neglected: bulk energy, softest/stiffest Si shear: {E_aniso[0]:.3f}, {E_aniso[1]:.3f} eV")
W_hot = exchange_energy(0.95 * M1, 0.95 * Mb, V, dV, v) * GPa_nm3
print(f"neglected: W if all moduli soften by 5 percent: {W_hot:.3f} eV")
V_cov = 4 * np.pi / 3 * r_si**3
E_cov = M1 * (3 * misfit * V_cov)**2 / (2 * V_cov) * GPa_nm3
print(f"neglected: bulk energy if sphere has covalent radius: {E_cov:.3f} eV")
bond, eps_si = a_si * np.sqrt(3) / 4, 11.7
E_charge = const.e / (16 * np.pi * const.epsilon_0 * eps_si * bond * 1e-9)
print(f"neglected: donor image-charge energy at {bond:.3f} nm: {E_charge:.3f} eV")
D0, E_act, seconds = 0.2, 3.65, 60.0     # rough Sb diffusion in Si, cm^2/s, eV
length = np.sqrt(D0 * np.exp(-E_act / kT) * seconds) * 1e7
print(f"rough Sb diffusion: D0 {D0:.1f} cm^2/s, activation {E_act:.2f} eV")
print(f"neglected: diffusion length in {seconds:.0f} s: {length:.1e} nm")
print("all tests passed")
```

Printed output:

```
Si bulk, shear modulus: 98, 66 GPa; Poisson 0.225
silicide bulk, shear modulus (rough): 160, 50 GPa
tetrahedral radii Si, Sb (rough): 0.117, 0.136 nm
Si lattice parameter: 0.543 nm
linear misfit: 0.1624
site volume V: 0.02001 nm^3
sphere radius of V: 0.1684 nm
misfit volume dV: 0.00975 nm^3
open volume v (assumed 0.10 V): 0.00200 nm^3
M1 formula, finite elements: 46.366, 46.367 GPa
M_b lower bound: 42.761 GPa
M_b finite elements: 42.922 GPa
M_b upper bound: 43.224 GPa
bulk misfit energy: 0.687 eV = 66.3 kJ/mol
removed by compliance, bounds: 0.0466 to 0.0534 eV
removed by compliance, finite elements: 0.0510 eV
removed through open volume: 0.261 eV
total W, oversized atom: 0.312 eV = 30.1 kJ/mol
total W, equally undersized atom: -0.210 eV
G2 = 50 GPa: fraction removed 0.074 (bounds 0.068, 0.078)
G2 = 25 GPa: fraction removed 0.259 (bounds 0.192, 0.302)
G2 = 5 GPa: fraction removed 0.561 (bounds 0.312, 0.763)
image factor chi for the silicide: 0.0936
image energy at 0.5 nm: silicide -0.502, free surface -5.363 meV
image energy at 1.0 nm: silicide -0.063, free surface -0.670 meV
temperature, kT: 723 K, 0.0623 eV
Sb concentration, site fraction x: 2.0e+19 cm^-3, 4.00e-04
enrichment factor exp(W/kT): 150
same factor from compliance alone: 2.27
boundary occupancy y: 0.0567
canonical-sum check, occupancy: 0.0618
(001) plane sites, segregated Sb: 6.78e+14, 3.85e+13 cm^-2
neglected: W with full cubic misfit volume: 0.376 eV
neglected: bulk energy, softest/stiffest Si shear: 0.595, 0.757 eV
neglected: W if all moduli soften by 5 percent: 0.297 eV
neglected: bulk energy if sphere has covalent radius: 0.230 eV
neglected: donor image-charge energy at 0.235 nm: 0.131 eV
rough Sb diffusion: D0 0.2 cm^2/s, activation 3.65 eV
neglected: diffusion length in 60 s: 6.6e-06 nm
all tests passed
```
